# Monomer and dimer pressures from transpiration and Knudsen effusion readings

## Problem

A solid precursor sublimes as monomer, of molar mass $M$, and dimer, of molar mass $2M$. Their saturated partial pressures at temperature $T$ are $p_1$ and $p_2$. Two experiments are made on the same solid phase at the same $T$.

In the transpiration experiment a carrier gas is saturated with vapour at total pressure $P$, and the precursor it carries away is collected and weighed. In the Knudsen experiment vapour escapes through a small orifice into vacuum, and the mass loss is weighed. Both masses are converted to pressures as if the vapour were pure monomer. The resulting apparent pressures, or readings, are $p_T$ and $p_K$.

The data are round model values in the rough regime of solid indium trichloride, with $M=221.168$ g/mol and $T=530$ K:

- Transpiration: 7.00 mg is carried by 2.0 mol of carrier gas at $P=760$ Torr.
- Effusion: 16.4 mg is lost in 40 h through an orifice of diameter 0.2 mm and transmission factor $W=0.91$.

Find $p_1$, $p_2$ and the dimerisation constant. Find also how errors in the readings, and the effects left out of the analysis, alter them.

The gases are taken as ideal, the carrier as saturated, and the vapour as free of trimer. The flow through the orifice is molecular: molecules cross it without colliding with each other. $W$ is the fraction of entering molecules that get through. It depends on straight flights and diffuse wall reflections, hence on geometry, and is the same for both species.

## The two readings

The carried mass corresponds to an apparent monomer amount
$$n_a=\frac{7.00\times10^{-3}\ \mathrm{g}}{221.168\ \mathrm{g/mol}}=3.165\times10^{-5}\ \mathrm{mol}.$$
With carrier amount $n_c$, the apparent mole fraction times the total pressure is
$$p_T=P\,\frac{n_a}{n_a+n_c}=0.012027\ \mathrm{Torr}.$$

For effusion, the mass loss divided by orifice area $A=3.1416\times10^{-8}$ m², $W$ and time is a mass flux $J=3.984\times10^{-3}$ kg m⁻² s⁻¹. The monomer formula, derived below, gives
$$p_K=J\sqrt{\frac{2\pi RT}{M}}=1.4095\ \mathrm{Pa}=0.010572\ \mathrm{Torr}.$$

The readings differ by 0.001455 Torr, and their ratio is $r=p_T/p_K=1.1376$. For pure monomer they would agree.

## First estimate by scaling

At a given partial pressure the number density of a gas does not depend on its molecular mass $m$. Transpiration collects mass in proportion to density times $m$. Effusion carries mass in proportion to density times $m$ times a thermal speed, and the speed scales as $m^{-1/2}$, so its signal scales as $m^{1/2}$. Dimer therefore counts more heavily in transpiration, by an amount of order one times $p_2$. With the unknown coefficient set to one,
$$p_2\sim p_T-p_K\approx0.0015\ \mathrm{Torr},\qquad p_1\sim p_K\approx0.011\ \mathrm{Torr}.$$

The same reasoning gives the sensitivity. If each reading has an independent error of 2 %, their difference has an error of
$$0.02\sqrt{0.012027^2+0.010572^2}\approx0.00032\ \mathrm{Torr},$$
which is 22 % of the difference.

Temperature matters more. A sublimation pressure varies as $e^{-H/RT}$, so its relative change per kelvin is $H/(RT^2)$. For a rough $H=160$ kJ/mol at 530 K this is about 7 %. The signal $r-1$ is 14 %, so a mismatch of 1 K between the experiments should move $p_2$ by about half.

## Exact solution

### Transpiration: a weight near two

In the saturated gas the carrier has partial pressure $P-p_1-p_2$. Amounts are proportional to partial pressures, so
$$n_1=n_c\frac{p_1}{P-p_1-p_2},\qquad n_2=n_c\frac{p_2}{P-p_1-p_2}.$$
The collected mass is $n_1M+n_2(2M)$. Division by $M$ gives the apparent amount
$$n_a=n_1+2n_2=n_c\frac{p_1+2p_2}{P-p_1-p_2}.$$
If some dimer dissociates after the gas has left the solid, this mass is unchanged.

Insert $n_a$ into the definition of $p_T$ and multiply numerator and denominator by $(P-p_1-p_2)/n_c$:
$$p_T=P\,\frac{p_1+2p_2}{(p_1+2p_2)+(P-p_1-p_2)}=P\,\frac{p_1+2p_2}{P+p_2}.$$
Multiplying by $(P+p_2)/P$ gives $p_T+(p_T/P)p_2=p_1+2p_2$, or
$$p_1+w_Tp_2=p_T,\qquad w_T=2-\frac{p_T}{P}.$$
Since $p_T/P$ is known from the measurement, the equation is linear in the unknowns even when the carrier is heavily loaded. The weight two belongs to the dilute limit $p_T\ll P$. Here $p_T/P=1.6\times10^{-5}$, so that limit is ample.

### Effusion: the weight root two

For a species of molecular mass $m$ and number density $n=p/(k_BT)$, the mass flux through the orifice plane is $nm$ times the mean outward velocity from the Maxwell distribution:
$$J=nm\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/(2k_BT)}\,dv.$$
The integral of $v\,e^{-mv^2/(2k_BT)}$ is $k_BT/m$. Hence
$$J=\frac{p}{k_BT}\,m\sqrt{\frac{m}{2\pi k_BT}}\,\frac{k_BT}{m}=p\sqrt{\frac{m}{2\pi k_BT}}=p\sqrt{\frac{M_i}{2\pi RT}},$$
where $M_i$ is the molar mass of the species. Adding monomer and dimer,
$$J=\sqrt{\frac{M}{2\pi RT}}\,\left(p_1+\sqrt2\,p_2\right).$$
The monomer analysis multiplies $J$ by $\sqrt{2\pi RT/M}$, so
$$p_K=p_1+\sqrt2\,p_2.$$

### Inversion

Subtracting the effusion equation from the transpiration equation removes $p_1$:
$$p_2=\frac{p_T-p_K}{w_T-\sqrt2},\qquad p_1=p_K-\sqrt2\,p_2.$$
In the dilute limit write $g=2-\sqrt2=0.5858$. Then
$$p_2=\frac{p_T-p_K}{g},\qquad p_1=\frac{(2-\sqrt2)p_K-\sqrt2p_T+\sqrt2p_K}{g}=\frac{2p_K-\sqrt2\,p_T}{g}.$$

For the data,
$$p_2=\frac{0.001455}{0.5858}\approx0.00248\ \mathrm{Torr}=0.331\ \mathrm{Pa},$$
$$p_1=0.010572-1.4142\times0.002483\approx0.00706\ \mathrm{Torr}=0.941\ \mathrm{Pa}.$$
The true total pressure is 0.00954 Torr. The transpiration reading exceeds it by 26 % and the effusion reading by 11 %.

For $2\,\mathrm{monomer}\rightleftharpoons\mathrm{dimer}$, with standard pressure $p^\circ=1$ bar,
$$K=\frac{p_2p^\circ}{p_1^2}=\frac{0.3311\times10^5}{0.9413^2}\approx3.7\times10^4,$$
$$\Delta G^\circ=-RT\ln K\approx-46.4\ \mathrm{kJ/mol}.$$

### The allowed window

Let $x=p_2/(p_1+p_2)$ be the dimer mole fraction in the vapour. In the dilute limit the total pressure cancels from the ratio:
$$r=\frac{(1-x)+2x}{(1-x)+\sqrt2x}=\frac{1+x}{1+(\sqrt2-1)x}.$$
Its derivative is $g/[1+(\sqrt2-1)x]^2>0$, so $r$ rises steadily from 1 for pure monomer to $\sqrt2$ for pure dimer. Multiplying out and collecting $x$,
$$x=\frac{r-1}{1-(\sqrt2-1)r}=\frac{0.1376}{1-0.4142\times1.1376}\approx0.26.$$

A calibration factor common to both readings would leave $x$ unchanged. The orifice area and $W$ enter $p_K$ alone, however, so their errors do not cancel. In the dilute limit, a ratio below 1 or above $\sqrt2$ cannot come from a monomer–dimer mixture under the stated assumptions. With a heavily loaded carrier $w_T$ can fall below $\sqrt2$, and the ratio is then below 1 even for an ideal mixture. Reading errors, unequal temperatures or an unsaturated carrier can also put the ratio below 1, and a trimer can take it above $\sqrt2$.

### A loaded carrier

Take $p_1=p_2=0.5$ Torr at a reduced total pressure $P=10$ Torr. Then
$$p_T=10\times\frac{1.5}{10.5}=1.4286\ \mathrm{Torr},\qquad p_K=0.5+0.5\sqrt2=1.2071\ \mathrm{Torr}.$$
The weight two gives $p_2=0.2215/0.5858=0.378$ Torr, which is 24 % low. The correct weight is $w_T=1.857$, and it returns 0.5 Torr. In general, since $p_T-p_K=(w_T-\sqrt2)p_2$, the value $p_2'$ found with weight two obeys
$$\frac{p_2'}{p_2}=\frac{w_T-\sqrt2}{2-\sqrt2}=1-\frac{p_T/P}{g}.$$
The error in $p_2$ stays below 1 % when $p_T/P$ is below about 0.006.

This $p_K$ is a molecular-flow value. At 1 Torr the mean free path is shorter than the 0.2 mm orifice, so that orifice could not measure it directly.

## Uncertainty of the solution

Let the readings have independent standard errors $s_T$ and $s_K$. In the dilute limit, small deviations obey
$$\delta p_2=\frac{\delta p_T-\delta p_K}{g},\qquad\delta p_1=\frac{2\,\delta p_K-\sqrt2\,\delta p_T}{g}.$$
Squaring and averaging removes the cross terms between independent errors:
$$s_2=\frac{\sqrt{s_T^2+s_K^2}}{g},\qquad s_1=\frac{\sqrt{2s_T^2+4s_K^2}}{g}.$$
The average of the product is
$$\mathrm{cov}(p_1,p_2)=-\frac{\sqrt2\,s_T^2+2s_K^2}{g^2}.$$

For 2 % reading errors, $s_2=0.00055$ Torr, or 22 % of $p_2$, and $s_1=0.00093$ Torr, or 13 % of $p_1$. Their correlation coefficient is $-0.985$: an error that adds dimer removes monomer. In the sum $p_1+p_2$ the two errors partly cancel: its deviation is $[\delta p_K-(\sqrt2-1)\,\delta p_T]/g$, which gives a standard error of 0.00040 Torr, or 4 % of the sum. In $K$ they reinforce, because
$$\delta\ln K=\frac{\delta p_2}{p_2}-2\frac{\delta p_1}{p_1},$$
$$s_{\ln K}^2=\left(\frac{s_2}{p_2}\right)^2+4\left(\frac{s_1}{p_1}\right)^2-\frac{4\,\mathrm{cov}(p_1,p_2)}{p_1p_2}.$$
The last term is positive. The result is $s_{\ln K}=0.48$, so $\Delta G^\circ$ has an error of $RT\times0.48\approx2.1$ kJ/mol. This is a linear estimate. With a 22 % spread in $p_2$, the distribution of $\ln K$ need not be symmetric.

## Effects outside the two equations

In this section the solution above is taken as the reference. One effect is considered at a time, and the changes in $p_1$ and $p_2$ are relative to that reference.

### Unequal temperatures

Let each species follow $p_i\propto e^{-H_i/RT}$ with constant sublimation enthalpy $H_i$ per mole of that species. Rough values are $H_1=160$ kJ/mol and a dimerisation enthalpy of $-125$ kJ/mol. Subliming two monomers and joining them gives $H_2=2\times160-125=195$ kJ/mol.

With $u=1/T$ and $w=\sqrt2p_2/p_K=0.33$, the dimer's share of the effusion reading, differentiation gives
$$\frac{d\ln p_K}{du}=-\frac{(1-w)H_1+wH_2}{R}.$$
The apparent enthalpy is 171.6 kJ/mol. An effusion cell 1 K hotter than assumed raises $p_K$ by 7.6 %. This neglects the error in the factor $\sqrt T$ of the reduction, which would lower the rise by about 0.1 percentage point. Then $p_2$ falls by 55 % and $p_1$ rises by 39 %. A transpiration tube 1 K too hot acts the other way and more strongly: $p_T$ rises by 7.7 %, $p_2$ rises by 64 % and $p_1$ falls by 32 %.

Suppose instead that effusion is measured colder than transpiration and extrapolated. The share obeys $\ln[w/(1-w)]=\mathrm{const}-(H_2-H_1)u/R$, hence $dw/du=-w(1-w)(H_2-H_1)/R$. A second differentiation gives
$$\frac{d^2\ln p_K}{du^2}=-\frac{H_2-H_1}{R}\frac{dw}{du}=w(1-w)\left(\frac{H_2-H_1}{R}\right)^2>0.$$
The plot of $\ln p_K$ against $1/T$ is therefore convex. The residuals of a least-squares line are orthogonal to every linear function of $u$, so they must change sign at least twice. A convex curve crosses a line at most twice. Both crossings thus lie inside the fitted window, and beyond it the line lies below the curve.

A line fitted from 470 to 500 K and extended to 530 K gives $p_K$ 4.5 % low. It raises $p_2$ by 33 % and lowers $p_1$ by 23 %, although the synthetic data in the window have no noise. These sizes belong to the constant-enthalpy model. A negative heat-capacity change of sublimation bends the plot the other way: rough values of $-25$ J mol⁻¹ K⁻¹ for monomer and $-35$ J mol⁻¹ K⁻¹ for dimer reduce the three figures to 3.4 %, 25 % and 18 %. Fitting the sum of two exponentials removes this bias for noise-free data within the constant-enthalpy model. With real noise, a window this narrow determines the four parameters poorly, so the extrapolation can remain uncertain.

### Undersaturation and collisions at the orifice

Let the solid have area $A_s$ and evaporation coefficient $\alpha$, the fraction of arriving molecules that stick. For either species, in units of the common flux factor, evaporation supplies $\alpha A_sp^{\rm eq}$, condensation removes $\alpha A_sp$ and the orifice removes $WAp$. In steady state
$$\alpha A_sp^{\rm eq}=(\alpha A_s+WA)p,\qquad\frac{p}{p^{\rm eq}}=\frac{1}{1+WA/(\alpha A_s)}.$$
This assumes equal $\alpha$ for both species, no conversion between them in the gas, and a well-mixed cell in which sample and orifice are struck by the same flux per area. In a real cell the coefficient of $WA/A_s$ depends on shape: for $\alpha=0.1$ and a cylinder with the sample on its floor it is about 9 to 11, against $1/\alpha=10$, when the height is between a quarter and twice the diameter, but about 18 when the height is a tenth of the diameter. For a sample 10 mm across, $WA/A_s=3.6\times10^{-4}$. With an assumed $\alpha=0.1$, $p_K$ falls by 0.36 % and $p_2$ rises by 2.6 %.

Collisions act through the ratio of orifice radius to mean free path. For an assumed molecular diameter $d=0.6$ nm,
$$\lambda=\frac{k_BT}{\sqrt2\,\pi d^2(p_1+p_2)}=3.6\ \mathrm{mm},$$
which is 18 orifice diameters. If collisions raised the flow by the whole ratio $0.1/3.6=2.8$ %, $p_2$ would fall by 20 %. This is an order of magnitude with an assumed sign and coefficient, not a computed correction. In these estimates undersaturation scales with orifice area and collisions with radius. Readings from several orifices at fixed sample area, fitted with a term in radius and a term in area and extrapolated to zero size, would then remove both, provided $WA/(\alpha A_s)$ stays small at the largest orifice. For radii from 0.05 to 0.3 mm this works at $\alpha=0.1$, but at $\alpha=0.01$ the undersaturation is no longer linear in area, the intercept is about 1.4 % high and $p_2$ comes out about 10 % low.

### Carrier interactions, diffusion and trimer

Interactions with the carrier, and its pressure on the solid, can raise the mole fraction of vapour in the saturated gas by some factor. To lowest order the logarithm of this factor is linear in $P$ and can be written $VP/(RT)$. A rough $V=280$ cm³/mol, assumed equal for both species, raises $p_T$ by 0.65 % and $p_2$ by 5.3 %. A larger $V$ for the dimer would raise $p_2$ further.

Diffusion through the exit adds mass if the flow is too slow. For an exit of bore 2 mm and length $L=30$ mm, an 8 h run and a rough diffusivity $D=0.2$ cm²/s, the gas speed is $v=0.96$ m/s. The Péclet number $vL/D$ is about 1400, so flow dominates diffusion along the exit.

A trimer at pressure $p_3$ adds $3p_3$ to $p_T$ in the dilute limit and $\sqrt3p_3$ to $p_K$. Inserted into the inversion, these shift the results by
$$\Delta p_2=\frac{3-\sqrt3}{g}p_3=2.165\,p_3,\qquad\Delta p_1=\frac{2\sqrt3-3\sqrt2}{g}p_3=-1.329\,p_3.$$
Trimer at 1 % of the total pressure raises $p_2$ by 8.3 %. Two readings cannot determine three pressures, so a ratio inside the window does not exclude trimer. Mass spectrometry of the effusing vapour could look for it.

## Comparison of the estimate with the solution

The scaling estimate $p_2\sim0.0015$ Torr is low by the factor $g=0.586$, the difference between the two dimer weights that it had set to one. The estimate $p_1\sim0.011$ Torr is about 50 % high, because it assigns the whole effusion reading to monomer. In $K$ these errors compound: the estimates give $p_2/p_1^2\approx13$ Torr⁻¹, against 50 Torr⁻¹ from the solution. At 530 K this factor of 3.8 amounts to about 6 kJ/mol in $\Delta G^\circ$.

The estimated relative error of $p_2$, 22 %, agrees with the full result because $g$ divides both the difference and its error. The same cancellation explains the temperature estimate. The relative change of $p_2$ is $-\delta p_K/(p_T-p_K)$, without $g$. The estimate of about one half becomes 55 % when the apparent enthalpy replaces $H_1$ and the finite 1 K step is used.

## Reading the result for a real precursor

Indium trichloride is used as a solid source for atomic layer deposition, and its vapour contains both monomer and dimer. The masses chosen here are not measurements on it, so $K$ and the 26 % dimer fraction are results of the model data. The pressure near 0.01 Torr was chosen to keep the effusion molecular. Of the effects sized here, a temperature mismatch of 1 K is the largest: an effusion cell that much too hot lowers the inferred dimer pressure by 55 %, and a transpiration tube that much too hot raises it by 64 %. Moisture can also react with the chloride and alter the weighed mass, an effect not sized here.

The quantity needed decides how much the separation matters. In a dilute carrier saturated at the same temperature, the indium atoms delivered per mole of carrier are proportional to $(p_1+2p_2)/P=p_T/P$, so the transpiration reading gives the metal dose without any knowledge of the dimer fraction. A source that does not saturate its carrier delivers less. A static pressure gauge responds to $p_1+p_2$, and the gas-phase equilibrium depends on $p_2/p_1^2$; finding either of these from the weighed masses requires both experiments. The numerical output below lists the inputs and results.

## Table of computed values

```
monomer molar mass: 221.168 g/mol
temperature: 530 K; carrier pressure: 760 Torr
carrier amount: 2.0 mol
transported mass: 7.00 mg
effused mass: 16.4 mg in 40 h
orifice diameter: 0.2 mm; W = 0.91
orifice area: 3.1416e-08 m2
apparent monomer amount: 3.1650e-05 mol
effusion mass flux/W: 3.9837e-03 kg/(m2 s)
transpiration reading pT: 0.012027 Torr
effusion reading pK: 0.010572 Torr = 1.4095 Pa
ratio pT/pK: 1.1376; upper limit 1.4142
weight deficit pT/P: 1.58e-05
monomer p1: 0.007061 Torr = 0.9413 Pa
dimer p2: 0.002483 Torr = 0.3311 Pa
true total pressure: 0.009544 Torr
dimer mole fraction: 0.2602
pT/total: 1.2602; pK/total: 1.1078
dimerisation constant (1 bar): 3.736e+04
standard Gibbs energy of dimerisation: -46.39 kJ/mol
assumed reading error: 2 %
error of p1: 0.000926 Torr = 13.1 %
error of p2: 0.000547 Torr = 22.0 %
correlation of p1 and p2: -0.985
linear error of ln K: 0.481
resulting error of Gibbs energy: 2.12 kJ/mol
loaded test, p1 = p2 = 0.5 Torr in 10 Torr: pT 1.4286 Torr
  its pK 1.2071 Torr; p2 by weight 2: 0.3781 Torr
rough H1: 160, H2: 195 kJ/mol
rough dimerisation enthalpy: -125 kJ/mol
dimer share w of pK: 0.3322
apparent effusion enthalpy: 171.6 kJ/mol
curvature of ln pK in 1/T: 3.931e+06 K2
cell 1 K too hot: pK x 1.0761
  p1 +38.9 %, p2 -55.3 %
line from 470-500 K: pK x 0.9548
  p1 -23.1 %, p2 +32.9 %
sample diameter: 10 mm; alpha = 0.1
leak ratio: 3.640e-04; undersaturation: pK x 0.9964
  p1 -1.9 %, p2 +2.6 %
molecule diameter: 0.6 nm; path 3.60 mm
path/orifice diameter: 18.0
collisions, order of magnitude: pK x 1.0278
  p1 +14.2 %, p2 -20.2 %
nonideality volume: 280 cm3/mol
carrier nonideality: pT x 1.0065
  p1 -2.7 %, p2 +5.3 %
trimer shifts per p3: p1 -1.329, p2 +2.165
trimer at 1 % of total: p1 -1.8 %, p2 +8.3 %
exit bore 2 mm, length 30 mm, run 8 h
diffusivity: 0.2 cm2/s; speed 0.961 m/s
Peclet number of exit: 1442
```
